# One-phonon relaxation of a biased hydrogen tunnelling pair: a numerical check

```python
"""One-phonon relaxation of a biased hydrogen tunnelling pair.

Result under test:
    Gamma = Delta^2 E coth(E / 2 kB T) S / (8 pi rho hbar^4)
    S = sum over branches of the direction average of (n.D.e)^2 / v^5
Pair: H0 = (eps sigma_z + Delta sigma_x)/2, E = sqrt(eps^2 + Delta^2).
D is the change of bias eps per unit strain (a symmetric tensor), n the phonon
direction, e its polarization, v its speed, rho the mass density.
All quantities are in SI units unless a name or a comment says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

hbar, kB, eV = const.hbar, const.k, const.e
meV = 1e-3 * eV


def elastic_modes(n, c11, c12, c44, rho):
    """Speeds and polarizations (columns) of a cubic crystal along unit vectors n."""
    G = (c12 + c44) * n[:, :, None] * n[:, None, :]
    for i in range(3):
        G[:, i, i] += c44 + (c11 - c12 - 2 * c44) * n[:, i]**2
    val, pol = np.linalg.eigh(G)
    return np.sqrt(val / rho), pol


def strain_factor(n, D, pol):
    return np.einsum('mi,ij,mjs->ms', n, D, pol)


def S_quadrature(D, c, rho, order):
    """Direction average by Gauss-Legendre (polar) and uniform (azimuth) mesh."""
    z, w = np.polynomial.legendre.leggauss(order)
    phi = 2 * np.pi * (np.arange(2 * order) + 0.5) / (2 * order)
    Z, P = np.meshgrid(z, phi, indexing='ij')
    r = np.sqrt(1 - Z**2)
    n = np.stack([r * np.cos(P), r * np.sin(P), Z], axis=-1).reshape(-1, 3)
    weight = np.repeat(w / 2, 2 * order) / (2 * order)
    v, pol = elastic_modes(n, *c, rho)
    return np.sum(weight[:, None] * strain_factor(n, D, pol)**2 / v**5)


def isotropic_parts(D, vl, vt):
    t1, t2 = np.trace(D)**2, np.trace(D @ D)
    return (t1 + 2 * t2) / 15 / vl**5, (3 * t2 - t1) / 15 / vt**5


def gamma_formula(Delta, E, T, S, rho):
    return Delta**2 * E * S / (8 * np.pi * rho * hbar**4) / np.tanh(E / (2 * kB * T))


# ---- example input: rough typical niobium values and model pair parameters ----
rho = 8600.0
c = (250e9, 130e9, 30e9)
Delta, eps, T = 0.20 * meV, 0.15 * meV, 1.5
D0 = 0.3 * eV
D = D0 * np.diag([1.0, -1.0, 0.0])
E = np.hypot(Delta, eps)
shear = (c[0] - c[1] + 3 * c[2]) / 5
bulk = (c[0] + 2 * c[1]) / 3
vl, vt = np.sqrt((bulk + 4 * shear / 3) / rho), np.sqrt(shear / rho)
S_l, S_t = isotropic_parts(D, vl, vt)
S_iso = S_l + S_t
gamma = gamma_formula(Delta, E, T, S_iso, rho)

# ---- isotropic averages against quadrature, for a tensor with no symmetry ----
D_test = np.array([[1.0, 0.3, -0.4], [0.3, -0.2, 0.7], [-0.4, 0.7, 0.5]])
c_iso = (bulk + 4 * shear / 3, bulk - 2 * shear / 3, shear)
for tensor in (D_test, D / eV):
    num = S_quadrature(tensor, c_iso, rho, 12)
    assert abs(num / sum(isotropic_parts(tensor, vl, vt)) - 1) < 1e-9

# ---- anisotropic crystal and mesh convergence ----
S_coarse, S_aniso = (S_quadrature(D, c, rho, k) for k in (24, 48))
mesh_shift = abs(S_coarse / S_aniso - 1)
assert mesh_shift < 1e-4

# ---- explicit golden-rule sum over the discrete modes of a periodic box ----
levels, states = np.linalg.eigh(0.5 * np.array([[eps, Delta], [Delta, -eps]]))
sigma_z_half = np.diag([0.5, -0.5])
mixing = states[:, 0] @ sigma_z_half @ states[:, 1]
spacing = levels[1] - levels[0]
v_slow = np.sqrt(c[2] / rho)
box = 30 * 2 * np.pi * hbar * v_slow / spacing
k = np.arange(-36, 37)
m = np.stack(np.meshgrid(k, k, k, indexing='ij'), axis=-1).reshape(-1, 3)
length = np.sqrt(np.sum(m**2, axis=1))
keep = (length > 0) & (length <= 36)
m, length = m[keep], length[keep]
n = m / length[:, None]
v, pol = elastic_modes(n, *c, rho)
q = (2 * np.pi / box * length)[:, None]
omega = v * q
element2 = (mixing * strain_factor(n, D, pol) * q)**2 * hbar / (2 * rho * box**3 * omega)
width = 0.03 * spacing   # broadening that replaces the delta function
delta_fn = np.exp(-0.5 * ((hbar * omega - spacing) / width)**2) / (width * np.sqrt(2 * np.pi))
N = 1 / np.expm1(hbar * omega / (kB * T))
w_down = 2 * np.pi / hbar * np.sum(element2 * (N + 1) * delta_fn)
w_up = 2 * np.pi / hbar * np.sum(element2 * N * delta_fn)
generator = np.array([[-w_down, w_up], [w_down, -w_up]])
gamma_box = -np.min(np.linalg.eigvals(generator).real)
gamma_aniso = gamma_formula(Delta, E, T, S_aniso, rho)
# tolerance: finite broadening and finite number of modes in the energy shell
assert abs(gamma_box / gamma_aniso - 1) < 0.02

# ---- thermal factor from an explicit Boltzmann sum over phonon number ----
number = np.arange(2000)
for x in (0.1, E / (kB * T), 5.0):
    boltz = np.exp(-x * number)
    assert abs((2 * np.sum(number * boltz) / boltz.sum() + 1) * np.tanh(x / 2) - 1) < 1e-9


# ---- decay from diagonalizing pair plus bath (hbar = 1, at most one phonon) ----
def decay_from_dynamics(delta, energy, g, modes=500, cutoff=2.0):
    """Bath strength: sum of squared couplings per frequency = g omega^3."""
    dw = cutoff / modes
    w = (np.arange(modes) + 0.5) * dw
    X = np.zeros((modes + 1, modes + 1))
    X[0, 1:] = X[1:, 0] = np.sqrt(g * w**3 * dw)
    s = delta / energy
    co = np.sqrt(1 - s * s)
    H = np.kron(np.diag(np.r_[0, w]), np.eye(2))
    H += np.kron(np.eye(modes + 1), np.diag([energy / 2, -energy / 2]))
    H += np.kron(X, 0.5 * np.array([[co, s], [s, -co]]))
    lam, U = np.linalg.eigh(H)
    t = np.linspace(100, 700, 121)
    psi = U @ (np.exp(-1j * np.outer(lam, t)) * U[0][:, None])
    excited = np.sum(np.abs(psi[0::2])**2, axis=0)
    return -np.polyfit(t, np.log(excited), 1)[0]


g_test = 0.003
pairs = [(0.8, 1.0), (0.4, 1.0), (0.8, 1.5)]
dyn = [decay_from_dynamics(d, e, g_test) for d, e in pairs]
dyn_ratio = [r / (np.pi * g_test * d * d * e / 2) for r, (d, e) in zip(dyn, pairs)]
# tolerance: level shifts and dressing of relative order g * cutoff^2
assert all(abs(r - 1) < 0.05 for r in dyn_ratio)


# ---- conduction electrons: energies in units of kB T ----
def fermi(x):
    return 1 / (np.exp(x) + 1)


def quasiparticle_factor(e, gap):
    """Superconducting over normal electron rate for e below twice the gap."""
    def integrand(s):   # x = gap + s^2 removes the edge singularity
        x = gap + s * s
        top = 2 * (x * (x + e) - gap**2) * (fermi(x) - fermi(x + e))
        return top / np.sqrt((2 * gap + s * s) * ((x + e)**2 - gap**2))
    cuts = [0.0, 2 * np.sqrt(e), 2 * np.sqrt(e) + 2, 9.0]
    return 2 / e * sum(quad(integrand, a, b, epsabs=0, epsrel=1e-7, limit=200)[0]
                       for a, b in zip(cuts[:-1], cuts[1:]))


x0 = E / (kB * T)
pair_int = quad(lambda x: fermi(x) * (1 - fermi(x + x0)) + fermi(x + x0) * (1 - fermi(x)),
                -50, 50, points=[-x0, 0], limit=200)[0]
assert abs(pair_int * np.tanh(x0 / 2) / x0 - 1) < 1e-7
assert abs(quasiparticle_factor(1e-3, 5.0) / (2 * fermi(5.0)) - 1) < 0.01
no_gap = 2 / x0 * np.log(2 / (1 + np.exp(-x0)))
assert abs(quasiparticle_factor(x0, 1e-8) / no_gap - 1) < 1e-3

K_el, gap = 0.05, 1.5 * meV


def electron_rate_normal(temp):
    return np.pi * K_el * Delta**2 / (hbar * E) / np.tanh(E / (2 * kB * temp))


def electron_rate_super(temp):
    return electron_rate_normal(temp) * quasiparticle_factor(E / (kB * temp), gap / (kB * temp))


# ---- two-phonon processes: frequencies in units of kB T / hbar ----
def emission_weight(w):
    w = np.asarray(w, dtype=float)
    safe = np.where(np.abs(w) < 1e-8, 1.0, w)
    return np.where(np.abs(w) < 1e-8, 1 + w / 2, safe / (-np.expm1(-safe)))


def two_phonon_integral(e, cutoff=np.inf):
    def integrand(w):
        damp = np.exp(-(abs(w) + abs(e - w)) / cutoff)
        return float(emission_weight(w) * emission_weight(e - w)) * damp
    return quad(integrand, -60, 60 + e, points=[0, e], limit=300)[0]


assert abs(two_phonon_integral(1e-9) / (2 * np.pi**2 / 3) - 1) < 1e-6
# time-domain check: Fourier transform of exp(phi) - 1 - phi for weak coupling
wc, g_small, dw, dt = 10.0, 1e-5, 0.1, 0.02
wgrid = (np.arange(-1500, 1500) + 0.5) * dw
tgrid = np.arange(1250) * dt
phi_t = g_small * dw * (np.exp(-1j * np.outer(tgrid, wgrid))
                        @ (emission_weight(wgrid) * np.exp(-np.abs(wgrid) / wc)))
signal = (np.exp(1j * x0 * tgrid) * (np.expm1(phi_t) - phi_t)).real
time_value = dt * (2 * signal.sum() - signal[0])
freq_value = np.pi * g_small**2 * two_phonon_integral(x0, wc)
assert abs(time_value / freq_value - 1) < 0.02

g_bath = S_iso / (4 * np.pi**2 * rho * hbar)   # seconds squared
thermal = kB * T / hbar
two_phonon_ratio = (g_bath * thermal**2 * two_phonon_integral(x0)
                    / (2 * float(emission_weight(x0))))
theta_D = 275.0
dressing = g_bath * (kB * theta_D / hbar)**2 / 4
thermal_int = quad(lambda x: x / np.expm1(x) if x > 0 else 1.0, 0, 60)[0]
dressing_T = g_bath * thermal**2 * thermal_int

# ---- finite separation of the sites and strain dependence of Delta ----
site_distance, site_dipole, log_slope = 0.117e-9, 3.0 * eV, 10.0
q_l = E / (hbar * vl)
gradient_ratio = (site_dipole * q_l * site_distance)**2 / 3 / vl**5 / S_iso
delta_mod_ratio = eps * log_slope / D0

# ---- printed numbers ----
print(f"tunnel splitting Delta = {Delta/meV:.3f} meV")
print(f"bias eps = {eps/meV:.3f} meV")
print(f"level spacing E = {E/meV:.3f} meV")
print(f"temperature T = {T:.2f} K, kB T = {kB*T/meV:.4f} meV")
print(f"deformation potential D0 = {D0/eV:.2f} eV")
print(f"strain difference giving this bias = {eps/D0:.2e}")
print(f"density = {rho:.0f} kg/m3")
print(f"C11, C12, C44 = {c[0]/1e9:.0f}, {c[1]/1e9:.0f}, {c[2]/1e9:.0f} GPa")
print(f"averaged shear and bulk moduli = {shear/1e9:.1f}, {bulk/1e9:.1f} GPa")
print(f"longitudinal, transverse speed = {vl:.0f}, {vt:.0f} m/s")
print(f"transverse phonon wavelength at E = {2*np.pi*hbar*vt/E*1e9:.1f} nm")
print(f"mixing element Delta/(2E), from diagonalization = {abs(mixing):.4f}")
print(f"S longitudinal = {S_l:.4e} J2 s5/m5")
print(f"S transverse = {S_t:.4e} J2 s5/m5")
print(f"transverse share of the rate = {100*S_t/S_iso:.2f} percent")
print(f"coth(E/2kBT) = {1/np.tanh(x0/2):.4f}")
print(f"isotropic phonon rate = {gamma:.4e} 1/s")
print(f"isotropic relaxation time = {1e9/gamma:.2f} ns")
print(f"hbar Gamma / E = {hbar*gamma/E:.2e}")
for temp in (0.02, 1.0, 2.0, 4.0):
    print(f"phonon rate at {temp:.2f} K = {gamma_formula(Delta, E, temp, S_iso, rho):.4e} 1/s")
for b in (0.0, 0.15, 0.45):
    Eb = np.hypot(Delta, b * meV)
    print(f"bias {b:.2f} meV: E = {Eb/meV:.4f} meV, "
          f"rate at {T:.1f} K = {gamma_formula(Delta, Eb, T, S_iso, rho):.4e} 1/s")
print(f"anisotropic phonon rate = {gamma_aniso:.4e} 1/s")
print(f"anisotropic / isotropic rate = {S_aniso/S_iso:.4f}")
print(f"relative mesh shift of anisotropic average = {mesh_shift:.1e}")
print(f"box mode sum / anisotropic formula = {gamma_box/gamma_aniso:.4f}")
for (d, e), r in zip(pairs, dyn_ratio):
    print(f"dynamics / formula, Delta={d:.1f}, E={e:.1f} (dimensionless) = {r:.4f}")
print(f"electron coupling K = {K_el:.2f}, gap = {gap/meV:.2f} meV")
print(f"normal-state electron rate at {T:.1f} K = {electron_rate_normal(T):.3e} 1/s")
for temp in (1.0, T, 2.0):
    el = electron_rate_super(temp)
    print(f"superconducting electron rate at {temp:.1f} K = {el:.3e} 1/s, "
          f"over isotropic phonon rate = {el/gamma_formula(Delta, E, temp, S_iso, rho):.4f}")
print(f"two-phonon / one-phonon rate, estimate = {two_phonon_ratio:.1e}")
print(f"Debye temperature used for dressing = {theta_D:.0f} K")
print(f"zero-point reduction of ln Delta, estimate = {dressing:.3f}")
print(f"thermal reduction of ln Delta at {T:.1f} K = {dressing_T:.1e}")
print(f"site distance = {site_distance*1e9:.3f} nm, site dipole = {site_dipole/eV:.1f} eV")
print(f"finite-separation share of the rate = {gradient_ratio:.1e}")
print(f"assumed |d ln Delta / d strain| = {log_slope:.0f}")
print(f"amplitude ratio, Delta modulation to bias modulation = {delta_mod_ratio:.4f}")
print("tests ok")
```

Output:

```
tunnel splitting Delta = 0.200 meV
bias eps = 0.150 meV
level spacing E = 0.250 meV
temperature T = 1.50 K, kB T = 0.1293 meV
deformation potential D0 = 0.30 eV
strain difference giving this bias = 5.00e-04
density = 8600 kg/m3
C11, C12, C44 = 250, 130, 30 GPa
averaged shear and bulk moduli = 42.0, 170.0 GPa
longitudinal, transverse speed = 5126, 2210 m/s
transverse phonon wavelength at E = 36.6 nm
mixing element Delta/(2E), from diagonalization = 0.4000
S longitudinal = 1.7402e-58 J2 s5/m5
S transverse = 1.7533e-56 J2 s5/m5
transverse share of the rate = 99.02 percent
coth(E/2kBT) = 1.3380
isotropic phonon rate = 3.6448e+07 1/s
isotropic relaxation time = 27.44 ns
hbar Gamma / E = 9.60e-05
phonon rate at 0.02 K = 2.7241e+07 1/s
phonon rate at 1.00 K = 3.0410e+07 1/s
phonon rate at 2.00 K = 4.3925e+07 1/s
phonon rate at 4.00 K = 7.8383e+07 1/s
bias 0.00 meV: E = 0.2000 meV, rate at 1.5 K = 3.3577e+07 1/s
bias 0.15 meV: E = 0.2500 meV, rate at 1.5 K = 3.6448e+07 1/s
bias 0.45 meV: E = 0.4924 meV, rate at 1.5 K = 5.6090e+07 1/s
anisotropic phonon rate = 2.5510e+07 1/s
anisotropic / isotropic rate = 0.6999
relative mesh shift of anisotropic average = 3.9e-09
box mode sum / anisotropic formula = 1.0021
dynamics / formula, Delta=0.8, E=1.0 (dimensionless) = 0.9818
dynamics / formula, Delta=0.4, E=1.0 (dimensionless) = 0.9842
dynamics / formula, Delta=0.8, E=1.5 (dimensionless) = 0.9847
electron coupling K = 0.05, gap = 1.50 meV
normal-state electron rate at 1.5 K = 5.109e+10 1/s
superconducting electron rate at 1.0 K = 1.369e+03 1/s, over isotropic phonon rate = 0.0000
superconducting electron rate at 1.5 K = 6.503e+05 1/s, over isotropic phonon rate = 0.0178
superconducting electron rate at 2.0 K = 1.573e+07 1/s, over isotropic phonon rate = 0.3581
two-phonon / one-phonon rate, estimate = 6.9e-05
Debye temperature used for dressing = 275 K
zero-point reduction of ln Delta, estimate = 0.160
thermal reduction of ln Delta at 1.5 K = 3.1e-05
site distance = 0.117 nm, site dipole = 3.0 eV
finite-separation share of the rate = 9.2e-05
assumed |d ln Delta / d strain| = 10
amplitude ratio, Delta modulation to bias modulation = 0.0050
tests ok
```
